# Permittivity gain from softening an infrared mode at fixed charge: a program that tests the result

```python
"""
Result under test: a polar TO mode adds
    delta_eps = 8 pi Z^2 / (V M omega^2)      (Rydberg atomic units)
to the static relative permittivity. At fixed charge, mass, mode pattern and
volume, softening it from 100 to 80 cm^-1 multiplies delta_eps by 1.5625.

Z      effective ionic charge in units of e (the two ions carry +Z and -Z)
V      cell volume in bohr^3
M      reduced mass in units of twice the electron mass
omega  TO angular frequency, in Ry with hbar = 1
k      force constant M omega^2 in Ry/bohr^2
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

RYDBERG_PER_M = const.Rydberg
BOHR = const.physical_constants["Bohr radius"][0]
RY_JOULE = const.h * const.c * RYDBERG_PER_M
U_IN_RYDBERG_MASS = const.atomic_mass / (2 * const.m_e)

# Round model parameters
masses_u = np.array([80.0, 20.0])
charge = 1.5
volume = 250.0
eps_inf = 5.0
nu_hard, nu_soft = 100.0, 80.0


def wavenumber_to_ry(nu):
    return 100 * nu / RYDBERG_PER_M


def contribution(z, vol, mass, omega):
    return 8 * np.pi * z**2 / (vol * mass * omega**2)


reduced_u = masses_u.prod() / masses_u.sum()
reduced_mass = reduced_u * U_IN_RYDBERG_MASS
omega_hard = wavenumber_to_ry(nu_hard)
omega_soft = wavenumber_to_ry(nu_soft)
k_hard = reduced_mass * omega_hard**2
k_soft = reduced_mass * omega_soft**2
d_hard = contribution(charge, volume, reduced_mass, omega_hard)
d_soft = contribution(charge, volume, reduced_mass, omega_soft)
ratio = d_soft / d_hard

# Frequencies from the dynamical matrix of the two separate ions
for spring, nu in ((k_hard, nu_hard), (k_soft, nu_soft)):
    m = masses_u * U_IN_RYDBERG_MASS
    force_matrix = spring * np.array([[1.0, -1.0], [-1.0, 1.0]])
    eig = np.linalg.eigvalsh(force_matrix / np.sqrt(np.outer(m, m)))
    nu_found = np.sqrt(eig[-1]) * RYDBERG_PER_M / 100
    assert abs(nu_found / nu - 1) < 1e-10


def response_from_motion(ion_masses_u, spring_ry, z, nu):
    """Switch on a field, follow both ions for one period in SI-based units,
    and return the mean polarization divided by (epsilon_0 * field)."""
    length, time, field = 1e-14, 1e-12, 1e6
    spring = spring_ry * RY_JOULE / BOHR**2
    m1, m2 = ion_masses_u * const.atomic_mass
    period = 1 / (100 * const.c * nu) / time
    push = z * const.e * field

    def motion(t, y):
        x1, x2, v1, v2, _ = y
        force = push - spring * (x1 - x2) * length
        scale = time**2 / length
        return [v1, v2, force / m1 * scale, -force / m2 * scale, x1 - x2]

    sol = solve_ivp(motion, (0, period), np.zeros(5), method="DOP853",
                    rtol=1e-11, atol=1e-11)
    x1, x2, v1, v2, integral = sol.y[:, -1]
    mean = integral / period
    # The ions must be back at rest where they started after one period
    assert abs(x1 - x2) < 1e-5 * mean
    assert abs(v1 - v2) * period < 1e-5 * mean
    polarization = z * const.e * mean * length / (volume * BOHR**3)
    return polarization / (const.epsilon_0 * field)


motion_hard = response_from_motion(masses_u, k_hard, charge, nu_hard)
motion_soft = response_from_motion(masses_u, k_soft, charge, nu_soft)
assert abs(motion_hard / d_hard - 1) < 1e-6
assert abs(motion_soft / d_soft - 1) < 1e-6
assert abs(motion_soft / motion_hard - 1.5625) < 1e-5

# Same frequency drop caused by heavier ions at an unchanged spring
mass_factor = (nu_hard / nu_soft)**2
motion_heavy = response_from_motion(masses_u * mass_factor, k_hard,
                                    charge, nu_soft)
assert abs(motion_heavy / motion_hard - 1) < 1e-6

# Softer spring together with a charge reduced in the same proportion
charge_reduced = charge * nu_soft / nu_hard
motion_reduced = response_from_motion(masses_u, k_soft,
                                      charge_reduced, nu_soft)
assert abs(motion_reduced / motion_hard - 1) < 1e-6

# Three ions, two polar modes: soften one mode with its eigenvector fixed
m3 = np.array([80.0, 20.0, 20.0]) * U_IN_RYDBERG_MASS
z3 = np.array([2.0, -1.2, -0.8])
k12, k23, k13 = 0.02, 0.05, 0.01
K3 = np.array([[k12 + k13, -k12, -k13],
               [-k12, k12 + k23, -k23],
               [-k13, -k23, k13 + k23]])


def static_response(force_matrix):
    """Force balance of all ions in a unit field, then 4 pi P."""
    displacement = np.linalg.pinv(force_matrix, rcond=1e-10,
                                  hermitian=True) @ z3
    return 8 * np.pi * (z3 @ displacement) / volume


squares, vectors = np.linalg.eigh(K3 / np.sqrt(np.outer(m3, m3)))
mode_charges = vectors.T @ (z3 / np.sqrt(m3))
terms = 8 * np.pi * mode_charges[1:]**2 / (volume * squares[1:])
before = static_response(K3)
weighted = np.sqrt(m3) * vectors[:, 1]
K3_soft = K3 - (1 - (nu_soft / nu_hard)**2) * squares[1] * np.outer(
    weighted, weighted)
after = static_response(K3_soft)
assert terms.min() > 1e-4
assert abs(before / terms.sum() - 1) < 1e-8
mode_ratio = (after - terms[1]) / terms[0]
assert abs(mode_ratio - 1.5625) < 1e-7

total_hard, total_soft = eps_inf + d_hard, eps_inf + d_soft
assert 1 < total_soft / total_hard < ratio
linear_estimate = 1 + 2 * (nu_hard - nu_soft) / nu_hard

print("MODEL INPUTS")
print(f"ion masses: {masses_u[0]:.0f} and {masses_u[1]:.0f} u")
print(f"effective charge Z: {charge:.1f} e")
print(f"cell volume V: {volume:.0f} bohr^3")
print(f"electronic permittivity: {eps_inf:.1f} (dimensionless)")
print(f"wavenumbers: {nu_hard:.0f} and {nu_soft:.0f} cm^-1")
print("INTERMEDIATE VALUES")
print(f"reduced mass: {reduced_u:.1f} u")
print(f"reduced mass M: {reduced_mass:.1f} (units of 2 m_e)")
print(f"omega before softening: {omega_hard:.5e} Ry")
print(f"omega after softening: {omega_soft:.5e} Ry")
print(f"force constant before: {k_hard:.6f} Ry/bohr^2")
print(f"force constant after: {k_soft:.6f} Ry/bohr^2")
print(f"force constant ratio: {k_soft / k_hard:.4f}")
print("RESULTS (dimensionless)")
print(f"mode contribution before: {d_hard:.3f}")
print(f"mode contribution after: {d_soft:.3f}")
print(f"ratio of contributions: {ratio:.4f}")
print(f"first-order estimate of ratio: {linear_estimate:.2f}")
print(f"total permittivity before: {total_hard:.3f}")
print(f"total permittivity after: {total_soft:.3f}")
print(f"ratio of total permittivities: {total_soft / total_hard:.4f}")
print("CHECKS FROM THE MOTION OF THE IONS (dimensionless)")
print(f"contribution before, from motion: {motion_hard:.3f}")
print(f"contribution after, from motion: {motion_soft:.3f}")
print(f"mass factor for the same frequency drop: {mass_factor:.4f}")
print(f"contribution with heavier ions, same spring: {motion_heavy:.3f}")
print(f"reduced charge: {charge_reduced:.2f} e")
print(f"contribution, soft spring and reduced charge: {motion_reduced:.3f}")
print("THREE-ION CELL (dimensionless)")
print(f"two mode contributions before: {terms[0]:.4f}, {terms[1]:.4f}")
print(f"total lattice response before: {before:.4f}")
print(f"total lattice response after: {after:.4f}")
print(f"ratio for the softened mode alone: {mode_ratio:.4f}")
print("every check passed")
```

Running it gives:

```
MODEL INPUTS
ion masses: 80 and 20 u
effective charge Z: 1.5 e
cell volume V: 250 bohr^3
electronic permittivity: 5.0 (dimensionless)
wavenumbers: 100 and 80 cm^-1
INTERMEDIATE VALUES
reduced mass: 16.0 u
reduced mass M: 14583.1 (units of 2 m_e)
omega before softening: 9.11267e-04 Ry
omega after softening: 7.29014e-04 Ry
force constant before: 0.012110 Ry/bohr^2
force constant after: 0.007750 Ry/bohr^2
force constant ratio: 0.6400
RESULTS (dimensionless)
mode contribution before: 18.678
mode contribution after: 29.185
ratio of contributions: 1.5625
first-order estimate of ratio: 1.40
total permittivity before: 23.678
total permittivity after: 34.185
ratio of total permittivities: 1.4437
CHECKS FROM THE MOTION OF THE IONS (dimensionless)
contribution before, from motion: 18.678
contribution after, from motion: 29.185
mass factor for the same frequency drop: 1.5625
contribution with heavier ions, same spring: 18.678
reduced charge: 1.20 e
contribution, soft spring and reduced charge: 18.678
THREE-ION CELL (dimensionless)
two mode contributions before: 13.2990, 0.1367
total lattice response before: 13.4357
total lattice response after: 20.9163
ratio for the softened mode alone: 1.5625
every check passed
```
